# Steepest descent keeps symmetry: symmetric starts, saddles and a vacancy hop

Take a particle in the plane with the energy

$$V(x,y)=-\tfrac12 kx^2+\tfrac14 bx^4+\tfrac12\kappa y^2,\qquad k,b,\kappa>0 .$$

The minima lie at $x=\pm\sqrt{k/b}$, $y=0$, and the origin is a saddle. Steepest descent moves the particle against the gradient:

$$\dot x=kx-bx^3,\qquad \dot y=-\kappa y .$$

Here $t$ is a path parameter and not physical time; it has the unit length²/energy. If the start is $(0,y_0)$, then $x=0$ solves the first equation for all $t$, and $y=y_0e^{-\kappa t}$. The particle glides along the mirror line $x=0$ into the saddle. Neither minimum lies on that line, so neither is reached.

If the start is slightly off the line, put $u=x^2$. Then $\dot u=2x\dot x=2ku-2bu^2$, a logistic equation, with the solution

$$x^2(t)=\frac{k/b}{1+Ce^{-2kt}},\qquad C=\frac{k/b}{x_0^2}-1 .$$

At $t=0$ this gives $x_0^2$, and for $t\to\infty$ it gives $k/b$, a minimum. At no finite $t$ does $x$ vanish, so the mirror symmetry $x\to-x$ is not gained on the way. The other mirror, $y\to-y$, is absent at every finite $t$ if $y_0\neq0$, and is present in the limit $y=0$. Symmetry is thus fixed along the path and can rise at its end point.

The same holds for nuclei. Let $x=(\mathbf r_1,\dots,\mathbf r_N)$ be their positions. A symmetry operation $S$ consists of a rotation or reflection $R$, a shift $\mathbf t$ that places its centre, and a relabelling $\pi$ of identical nuclei:

$$(Sx)_{\pi(i)}=R\,\mathbf r_i+\mathbf t,\qquad (Pv)_{\pi(i)}=R\,\mathbf v_i .$$

The second formula defines the linear part $P$, which acts on displacements $v$. It is orthogonal, because $\sum_i|R\mathbf v_i|^2=\sum_i|\mathbf v_i|^2$. A geometry has the symmetry $S$ when $Sx=x$, and its group $G(x)$ is the set of all such $S$. In a periodic cell, positions are compared up to cell translations, and $R$ must map the cell onto itself.

The first assumption is that the energy does not change under these operations, $E(Sx)=E(x)$. Replace $x$ by $x+sv$ and differentiate with respect to $s$ at $s=0$. Since $S(x+sv)=Sx+sPv$,

$$\nabla E(Sx)\cdot Pv=\nabla E(x)\cdot v .$$

This holds for every $v$, so $P^{T}\nabla E(Sx)=\nabla E(x)$. Multiplication by $P$, with $PP^T=1$, gives

$$\nabla E(Sx)=P\,\nabla E(x). \tag{1}$$

The gradient turns with the geometry. If $Sx=x$, it satisfies $\nabla E=P\nabla E$: the forces on a symmetric geometry have the symmetry of that geometry.

Now let $\dot x=-\nabla E(x)$, and measure the asymmetry with respect to $S$ by $w=Sx-x$ and $D=|w|$. With (1),

$$\dot w=P\dot x-\dot x=-P\nabla E(x)+\nabla E(x)=-[\nabla E(Sx)-\nabla E(x)] .$$

The second assumption is that the gradient is locally Lipschitz, which means that its differences are bounded by a constant times the distance. On a finite stretch of path, $x(t)$ and $Sx(t)$ fill a closed and bounded set, so one constant $L$ serves for the whole stretch:

$$\left|\frac{d}{dt}D^2\right|=2\left|w\cdot[\nabla E(Sx)-\nabla E(x)]\right|\le 2L\,D^2 .$$

Therefore $e^{-2Lt}D^2$ cannot increase and $e^{2Lt}D^2$ cannot decrease, and

$$e^{-Lt}D(0)\le D(t)\le e^{Lt}D(0). \tag{2}$$

If $D(0)=0$, the right-hand bound gives $D(t)=0$: no symmetry is lost. If $D(0)>0$, the left-hand bound gives $D(t)>0$: none is gained. The group $G(x(t))$ is the same at every finite $t$, with the same axes and the same centre.

Suppose further that the path converges to a point $x^*$. Then $x^*$ is stationary. Otherwise the velocity would tend to a nonzero vector $-\nabla E(x^*)$, and the difference $x(t+1)-x(t)$ would tend to this vector instead of to zero. Since $D$ is continuous, each symmetry of the start is also a symmetry of $x^*$:

$$G(x^*)\supseteq G(x(0)). \tag{3}$$

New operations may appear at $x^*$, because the lower bound in (2) tends to zero for $t\to\infty$. A minimum that lacks even one operation of the start cannot be the limit. A minimum that has them all is not excluded, but (3) does not promise that it is reached.

To see what kind of point the limit can be, differentiate (1) once more. With the Hessian $H$, the matrix of second derivatives, this gives $H(Sx)P=PH(x)$, and at a symmetric point

$$HP=PH .$$

Let $v$ be an eigenvector of $H$ with a nondegenerate eigenvalue $\lambda$. Then $HPv=PHv=\lambda Pv$, so $Pv$ is a multiple of $v$, and since $P$ preserves length, $Pv=\pm v$. If the sign is minus for some $S$ in the group, and $u$ is a displacement that keeps the symmetry, $Pu=u$, then

$$v\cdot u=(Pv)\cdot(Pu)=-v\cdot u=0 .$$

Symmetric forces have no component along such an odd mode. If $\lambda<0$, the energy falls along $v$, but a symmetric descent does not feel it. The descent can then settle at a point that is a minimum among symmetric geometries and a saddle among all geometries. If the unstable mode is even under every operation, as can happen for a jump between inequivalent sites, symmetry gives no such protection, and a general symmetric start slides off the saddle.

The path down from a saddle shows how symmetry changes at a stationary point. Let there be one negative eigenvalue, with all others positive once the mean position is fixed. Two descent paths leave the saddle, along $+v$ and $-v$. An operation with $Pv=-v$ exchanges them and is lost. An operation with $Pv=v$ maps the path along $+v$ onto itself. It keeps the energy of each point, and the energy falls strictly along the path, since $\dot E=-|\nabla E|^2$; hence it leaves each point in place. Conversely, an operation that holds on the path holds at the saddle, by continuity. The downhill path keeps precisely those operations of the saddle that leave $v$ unchanged.

A computer takes finite steps, $x_{k+1}=x_k-\alpha\nabla E(x_k)$. The asymmetry then obeys

$$w_{k+1}=w_k-\alpha[\nabla E(Sx_k)-\nabla E(x_k)],\qquad D_{k+1}\ge(1-\alpha L)D_k .$$

In exact arithmetic $w_k=0$ again gives $w_{k+1}=0$. Gain is excluded if $\alpha L<1$. For longer steps it can happen by accident: close to a stationary point that itself has the symmetry $S$, $w_{k+1}\approx(1-\alpha H)w_k$, and a step $\alpha=1/\lambda$ removes, to first order, an odd displacement along a mode of eigenvalue $\lambda$ at one stroke. Along an unstable mode the factor is $1+\alpha|\lambda|$, so round-off errors grow there.

The vacancy hop in fcc nickel puts this to use. With lattice constant $a=0.352$ nm, let the sites at the origin and at $(a/2,a/2,0)$ both be empty, and put the hopping atom midway, at $(a/4,a/4,0)$. All other atoms start on lattice sites. In a periodic cell of $3\times3\times3$ cubic units this leaves 107 atoms. Eight operations about the midpoint preserve the geometry: the identity, the inversion, three twofold rotations and three reflections. The relaxed vacancy meant here has one empty site, at or close to one end of the jump. The inversion about the midpoint would move that site to the other end, so this vacancy lacks a symmetry of the start and, by (3), cannot be reached.

The energy is of the Sutton–Chen form,

$$E=\varepsilon\Big[\sum_{i<j}\Big(\frac{a}{r_{ij}}\Big)^{9}f(r_{ij})-c\sum_i\sqrt{\rho_i}\Big],\qquad \rho_i=\sum_{j\ne i}\Big(\frac{a}{r_{ij}}\Big)^{6}f(r_{ij}),$$

where $f$ falls from 1 at 0.40 nm to 0 at 0.52 nm as $f=1-10\tau^3+15\tau^4-6\tau^5$, with $\tau$ running linearly from 0 to 1 between these radii. The condition that the perfect crystal be in equilibrium at $a$ gives $c=38.8$, and setting the cohesive energy of the model to 4.44 eV per atom gives $\varepsilon=0.0168$ eV.

With $\alpha=1.302\times10^{-4}$ nm²/eV, 150 plain descent steps move the most mobile atom by 0.015 nm, while the largest mismatch between the geometry and its eight images is $2.5\times10^{-16}$ nm, the level of round-off. A further 225 steps, with the forces averaged over the eight operations to remove round-off, bring every force component below $10^{-3}$ eV/nm. The four atoms that form the window around the hopping atom start at a distance $a\sqrt{1/16+1/16+1/4}=0.2156$ nm from it and end at 0.2304 nm. The energy above the relaxed vacancy drops from 1.40 eV to 0.73 eV.

There the symmetric descent stops, and a look at the forces alone would pass the point as a minimum. The Hessian, formed by finite differences of the forces and diagonalized, has one negative eigenvalue, $\lambda=-188.4$ eV/nm², and three zero ones from uniform translation; the lowest positive one is 120 eV/nm². In a cell of 255 atoms the negative eigenvalue is $-186.9$ eV/nm² and the lowest positive one 80 eV/nm², and in one of 499 atoms they are $-186.4$ and 55 eV/nm²; the latter depends on the cell, because a larger cell admits longer and softer waves. The point is a saddle, and 0.73 eV is the migration barrier of this model. Its unstable mode changes sign under four of the eight operations, those that exchange the two vacant sites. A minimization has found a migration saddle because symmetry held the atom on the ridge.

A displacement of the hopping atom by $10^{-5}$ nm towards one site releases it. The growth per step should be

$$1+\alpha|\lambda|=1+1.302\times10^{-4}\times188.4=1.0245 ,$$

and the growth over the first 50 steps of the descent corresponds to the same 188.4 eV/nm². After 792 steps the atom is in the site and the forces are again below $10^{-3}$ eV/nm. On the way down four operations survive: the identity, the twofold rotation about the jump direction and two reflections. The relaxed vacancy has all 48 operations of the cube. They are approached and not met on the way: at the end of the 792 steps the mismatch is still $1.7\times10^{-5}$ nm, and a tighter relaxation, to forces of $10^{-5}$ eV/nm, lowers it to $1.5\times10^{-7}$ nm.

The centre of the final group is not quite the empty lattice site. The forces add up to zero, so descent keeps the mean position of the atoms. The hopping atom advances by half a jump, $a\sqrt2/4=0.1245$ nm, and the crystal as a whole recoils by $0.1245/107=0.00116$ nm, which is the shift found.

Round-off alone would in time do the work of the deliberate displacement. For an error of $10^{-16}$ nm along the unstable mode to reach 0.01 nm, the growth factor at the saddle requires $\ln(10^{14})/\ln(1.0245)\approx1330$ steps. This is an estimate from the linear regime. It means that a symmetric run without averaging may rest near the saddle for a thousand steps or more and then leave it, at a moment set by the arithmetic and not by the physics. A Hessian calculation, or a restart from a small displacement without symmetry, tells a saddle from a minimum more dependably.

The assumptions can fail in several ways, of which three are described here. First, "steepest" depends on how displacements are measured. In mass-weighted descent each atom moves by $-\alpha\nabla_iE$ times a factor inversely proportional to its mass. If one window atom has mass 60 and all others 58, its factor is $58/60$ of theirs. The energy is still symmetric, but the flow is not, and after 150 steps from the same symmetric start the mismatch is $2.3\times10^{-5}$ nm instead of round-off. Part of this is a drift of the whole crystal, but for the inversion $1.6\times10^{-5}$ nm remains when the drift is taken out. Here symmetry is lost at points that are not stationary. Secondly, an electronic calculation may follow a solution whose charge or spin pattern is less symmetric than the nuclei. The energy of that one branch need not obey $E(Sx)=E(x)$, and (1) then has no basis. Thirdly, the gradient may not be Lipschitz. For $E=|q|^{3/2}$ and $q>0$, $\dot q=-\tfrac32\sqrt q$, so

$$\frac{d\sqrt q}{dt}=\frac{\dot q}{2\sqrt q}=-\frac34,\qquad t_{\rm arrival}=\frac43\sqrt{q_0} .$$

The symmetric point $q=0$ is reached at finite $t$, for example at $t=2/3$ from $q_0=1/4$ in dimensionless units. At a cusp, such as a crossing of electronic states, the gradient does not exist, and the theorem makes no statement.

The model's lattice constant and cohesive energy were set close to those of real nickel, about 0.35 nm and 4.4 eV per atom, but its barrier is low: measured migration energies are roughly 1 eV or somewhat more. The jump matters in the metal beneath a growing oxide, where vacancies left by departing metal atoms can move by it. At 1000 K the thermal energy is $k_BT=0.086$ eV, and at a fixed prefactor a change $\Delta$ of the barrier alters the jump rate by $e^{-\Delta/k_BT}$. A cell of 255 atoms changes the barrier by less than 0.001 eV. A half-cosine in place of the polynomial $f$, between the same radii and with a refit ($c=38.7$, $\varepsilon=0.0169$ eV), lowers it by 0.02 eV and moves $\lambda$ to $-186.0$ eV/nm². Letting $f$ fall between 0.56 and 0.70 nm instead, in that larger cell and with $c$ and $\varepsilon$ refitted, lowers the barrier by 0.10 eV. A lattice expansion of 1 %, roughly that of nickel between room temperature and 1000 K, lowers the barrier by 0.09 eV with the original cutoff and by 0.07 eV with the longer one. The first value, 0.086 eV before rounding, would alone raise the rate by a factor of 2.7, but in the harmonic approximation the expansion also lowers the prefactor by 17 %, which leaves a factor of 2.3. Changing the repulsive exponent from 9 to 10, again with a refit, raises the barrier by 0.18 eV with the original cutoff and by 0.17 eV with the longer one; at a fixed prefactor, 0.18 eV slows the jump by a factor of about 8. The form of the potential is thus the largest of the uncertainties sized here; magnetism and explicit electronic structure are left out and not sized.

Tunnelling is negligible at this temperature. For a parabolic barrier top with $\omega=\sqrt{|\lambda|/M}$, where $M$ is the atomic mass, the thermal average of the transmission multiplies the classical rate by $(z/2)/\sin(z/2)\approx1+z^2/24$, with $z=\hbar\omega/k_BT$. The full expression diverges at $z=2\pi$, which here means 21 K. At 1000 K, $z=2\pi\times21.4/1000=0.134$, and the correction is 0.08 %. This counts the unstable mode alone; to the same order in $1/T$, treating all harmonic modes of the model by quantum mechanics lowers the rate by about 1.3 %. None of these changes of number touches the symmetry argument, which needs an invariant energy, an invariant measure of displacement and a Lipschitz gradient, whatever the height of the barrier.
